Type-Inversion Fluence of n-Type Silicon from the Lambert Function

PROBLEM

A silicon pad detector is made from lightly doped n-type material. Irradiation removes its shallow donors, for example by binding a phosphorus atom to a vacancy, and creates defects that act as acceptors. Let Φ be the 1 MeV neutron-equivalent fluence, that is, the fluence of 1 MeV neutrons that would deposit the same displacement damage. Model the two processes by

dN_D/dΦ = −c N_D, with N_D(0) = N_D0,

dN_A/dΦ = b, with N_A(0) = 0.

Here N_D is the density of positively charged donors and N_A the density of negatively charged acceptors in the depleted detector. The removal coefficient c, the introduction rate b and N_D0 are positive constants. Temperature and annealing state are held fixed, and the damage is uniform through the thickness.

The effective space-charge density, in units of the elementary charge q, is

N_eff = N_D − N_A.

Type inversion means here that N_eff changes from positive to negative. It is a statement about the depleted detector and does not say that the undepleted bulk becomes well-conducting p-type silicon.

(a) Show that inversion happens once, and find its fluence Φ_inv.

(b) Find the limits of weak and strong donor removal, and the sensitivity of Φ_inv to each parameter.

(c) Evaluate Φ_inv for N_D0 = 10¹² cm⁻³, c = 10⁻¹³ cm² and b = 0.02 cm⁻¹. The detector is 300 µm thick. How does its full-depletion voltage change with fluence?

HINTS

1. Integrate the two rate laws separately. Then look at the sign of N_eff at Φ = 0, its sign at Φ = N_D0/b, and the sign of its slope.

2. The unknown appears both in an exponential and in a linear term. Use the dimensionless variable x = cΦ and collect every x on one side. The Lambert function W(a) is defined as a solution of W e^W = a.

3. For the limits and sensitivities, take the logarithm of the defining equation.

4. At full depletion the electric field just reaches zero at the contact opposite the junction. The voltage is the area under the field profile.

SOLUTION

(a) The inversion fluence

Dividing the donor law by N_D gives d(ln N_D)/dΦ = −c. Integration from zero fluence gives an exponential, while the acceptor law integrates to a straight line:

N_D = N_D0 e^(−cΦ), N_A = bΦ.

Therefore

N_eff(Φ) = N_D0 e^(−cΦ) − bΦ.

At zero fluence N_eff = N_D0 > 0. At Φ = N_D0/b the acceptor density equals N_D0, while the donor density has fallen below N_D0, so N_eff < 0. A continuous function with these signs has a zero in between. Its slope,

dN_eff/dΦ = −cN_D0 e^(−cΦ) − b,

is negative everywhere, so there is no second zero.

The two terms play different roles. With donor removal alone, N_D0 e^(−cΦ) stays positive at every finite fluence and there is no inversion. With acceptor introduction alone, inversion occurs at N_D0/b.

At the zero, the two densities are equal:

N_D0 e^(−cΦ) = bΦ.

Put x = cΦ, so that Φ = x/c:

N_D0 e^(−x) = bx/c.

Multiplying both sides by (c/b)e^x gives

x e^x = cN_D0/b.

Define the positive number

a = cN_D0/b.

It is dimensionless and has a direct meaning: cN_D0 is the initial loss of donors per unit fluence, and b is the gain of acceptors per unit fluence. The equation x e^x = a is the definition of the Lambert function, so

Φ_inv = W(a)/c, a = cN_D0/b.

The Lambert function can have two real branches, but not for a positive argument. If x is negative or zero, x e^x cannot equal a positive a. For x > 0 the derivative (1 + x)e^x is positive, so x e^x takes the value a once. The required W is this positive solution, called the principal branch.

(b) Limits and sensitivities

Write w = W(a). When a is small, so is w, and the defining equation gives

w = a e^(−w) ≈ a(1 − w) ≈ a(1 − a).

Dividing by c and using a/c = N_D0/b,

Φ_inv ≈ (N_D0/b)(1 − a), for a ≪ 1.

The leading term is the result without donor removal. The first correction is negative because removal leaves fewer donors to be compensated.

For large a, take the logarithm of w e^w = a:

ln w + w = ln a.

To leading order w ≈ ln a. Putting this estimate into the slowly varying term ln w gives

cΦ_inv ≈ ln a − ln ln a, for ln a ≫ 1.

In this regime most donors are gone before the acceptors can balance the remainder. At fixed c, the inversion fluence then depends only logarithmically on N_D0 and b.

For the sensitivities, differentiate ln w + w = ln a:

(1/w + 1) dw = d(ln a).

Since dw = w d(ln w), this becomes

(1 + w) d(ln w) = d(ln a), or d(ln w) = d(ln a)/(1 + w).

Now ln Φ_inv = ln w − ln c and ln a = ln c + ln N_D0 − ln b. Varying one parameter at a time gives

∂ln Φ_inv/∂ln N_D0 = 1/(1 + w),

∂ln Φ_inv/∂ln b = −1/(1 + w),

∂ln Φ_inv/∂ln c = 1/(1 + w) − 1 = −w/(1 + w).

The first derivative holds c fixed. If a change of doping also changed c in proportion to 1/N_D0, then a would stay the same and Φ_inv would be proportional to N_D0.

The slope of N_eff at inversion follows from the balance N_D = bΦ_inv = bw/c:

dN_eff/dΦ = −c(bw/c) − b = −b(1 + w).

The part −bw comes from donor removal and the part −b from acceptor introduction.

(c) The detector

The argument of the Lambert function is

a = (10⁻¹³ cm²)(10¹² cm⁻³)/(0.02 cm⁻¹) = 5.

Neither limit of part (b) is suitable here, so solve w e^w − 5 = 0 by Newton's method. The derivative of the left side is e^w(1 + w), and each step is

w_new = w − (w e^w − 5)/[e^w(1 + w)].

Starting from w = 1, the first step gives

w = 1 − (2.718 − 5)/(2 × 2.718) = 1.4197.

The next values are 1.3326, 1.32675 and 1.32672. The first step overshoots because w e^w curves upward for positive w. The same curvature then makes the iterates approach the root from above. Hence

Φ_inv = 1.327/(10⁻¹³ cm²) ≈ 1.33 × 10¹³ cm⁻².

At this fluence the acceptor density is

bΦ_inv = 0.02 × 1.327 × 10¹³ = 2.65 × 10¹¹ cm⁻³.

The surviving donors have the same density, which is 27% of their initial value. Ignoring donor removal would give N_D0/b = 5 × 10¹³ cm⁻², which is 3.8 times larger.

The logarithmic sensitivities are +0.43 for N_D0, −0.43 for b and −0.57 for c. Thus a small 1% increase in c, with the other parameters fixed, lowers Φ_inv by about 0.57%. The slope at inversion is −0.02 × 2.327 = −0.0465 cm⁻¹.

For the depletion voltage, measure s from the junction towards the opposite contact. Poisson's equation says that the field changes by q|N_eff|/ε per unit length. At full depletion its magnitude is zero at s = d, so

|E(s)| = q|N_eff|(d − s)/ε.

Integrating from s = 0 to s = d gives

V_fd = q|N_eff|d²/(2ε).

The built-in voltage of the junction, about 0.6 to 0.7 V for a p⁺ contact on this doping, is neglected. It is about 1% of the initial V_fd, about 6% of a V_fd of 12 V, and matters more still close to inversion. With relative permittivity 11.7, ε = 1.036 × 10⁻¹² F/cm. Before irradiation,

V_fd = (1.602 × 10⁻¹⁹)(10¹²)(0.03)²/(2 × 1.036 × 10⁻¹²) = 69.6 V.

Applying the two formulas at other fluences gives:

Φ = 0.5 × 10¹³ cm⁻²: N_eff = +5.1 × 10¹¹ cm⁻³, V_fd = 35 V

Φ = 1 × 10¹³ cm⁻²: N_eff = +1.7 × 10¹¹ cm⁻³, V_fd = 12 V

Φ = 2 × 10¹³ cm⁻²: N_eff = −2.6 × 10¹¹ cm⁻³, V_fd = 18 V

Φ = 10 × 10¹³ cm⁻²: N_eff = −2.0 × 10¹² cm⁻³, V_fd = 139 V

In this model the voltage falls to zero at inversion and then rises. In a detector with a p⁺ front contact and an n⁺ back contact, positive space charge puts the highest field at the front. Negative space charge puts it at the back. The junction from which depletion spreads therefore changes sides. This matters if the bias is too low for full depletion: after inversion, the model places the undepleted layer next to the front contact.

How far the number can be trusted

The chosen values are rough but typical of high-resistivity float-zone silicon. With an electron mobility of 1400 cm²/Vs, the initial doping corresponds to about 4.5 kΩ cm. An inversion fluence of order 10¹³ cm⁻² is realistic for such material, but even the first digit depends on the material's impurities and thermal history. The model also assumes that every donor can be removed (Variation 1 relaxes this) and that irradiation creates only acceptors; it does not cover material in which irradiation also creates donors, as can happen in oxygen-rich silicon under charged hadrons. In particular, real detectors break the assumption of a fixed annealing state. If acceptors that have not yet annealed out add roughly 0.02 cm⁻¹ to b, inversion moves to 9.6 × 10¹² cm⁻², a decrease of 28%. If long storage at room temperature has instead added roughly 0.05 cm⁻¹ by reverse annealing, it moves to 7.1 × 10¹² cm⁻², a decrease of 47%. Both comparisons keep N_D0 and c fixed and apply the same annealing state at every fluence.

Temperature also matters, because a deep acceptor is charged only part of the time. As an estimate, assign all the acceptor charge to one level 0.525 eV below the conduction band in a fixed gap of 1.12 eV. Let the level capture electrons and holes with the same coefficient κ. In a depleted region with few free carriers, electron emission empties the level at rate e_n and hole emission fills it at rate e_p. If f is the filled fraction, the steady state requires

f e_n = (1 − f)e_p, so f = e_p/(e_n + e_p).

The emission rates are κN_c exp(−0.525 eV/k_BT) and κN_v exp(−0.595 eV/k_BT), respectively. Here N_c and N_v are the effective densities of states of the two bands, taken as 2.9 × 10¹⁹ and 3.1 × 10¹⁹ cm⁻³ at 300 K, with the same temperature dependence. Cooling from 293 K to 263 K then lowers f from 0.063 to 0.046. Scaling b by the same ratio gives 0.0148 cm⁻¹ and raises Φ_inv by 13%, to 1.50 × 10¹³ cm⁻². A different level would give a different shift, and even the sign is not secure. If the acceptor charge is partly compensated by a deep donor 0.48 eV above the valence band, the same estimate gives no shift when the acceptor charge is twice the net introduced charge and about −10% when it is three times. The fixed gap matters as much: the real gap widens by about 7 meV over this cooling, and the shift becomes 28% if the level keeps its distance from the conduction band, stays 13% if the change is shared equally, and nearly vanishes if the level keeps its distance from the valence band.

Leakage carriers can also fill or empty this level. With a rough leakage constant of 4 × 10⁻¹⁷ A/cm at 293 K, the current density at inversion is

J = (4 × 10⁻¹⁷)(1.327 × 10¹³)(0.03) = 1.6 × 10⁻⁵ A/cm².

Take a bias of 100 V, which at inversion gives a nearly uniform field E = (100 V)/(0.03 cm) = 3.3 × 10³ V/cm. Use the electron mobility above, a hole mobility of 450 cm²/Vs and drift velocities μE/(1 + μE/v_s), with v_s = 10⁷ cm/s. Dividing J by q times the drift velocity gives about 3 × 10⁷ electrons or 8 × 10⁷ holes per cm³ where one carrier type carries all the current. Including capture, the filled fraction is

f = (κn + e_p)/(κn + e_n + κp + e_p).

Both emission rates are proportional to κ, so κ cancels from f. At this bias the acceptor charge differs by about 2% between the electron-rich and hole-rich sides. This is 5 × 10⁹ cm⁻³, which as a uniform charge would correspond to 0.4 V, negligible beside the 100 V applied. At lower bias the carriers drift more slowly and their densities grow roughly as 1/V: the same estimate gives a difference of 14% at 10 V and 28% at 5 V, where the corresponding uniform-charge voltage has risen to about 5 V. That conversion overstates the effect, because the charge changes sign across the detector. Solving Poisson's equation together with these drift densities, the weakest field at Φ_inv is still about 80% of the mean at 5 V and falls to about half of it at 3 V. The scale relevant to the smallest depletion voltage is therefore one to a few volts, not 0.4 V. The space charge is then not zero everywhere at once, and the depletion voltage need not vanish. Nor is the estimate an upper bound at a given bias. If electrons are captured ten times more readily than holes, the 2% becomes about 18%. If the net charge is a difference between larger donor and acceptor contributions, its relative variation is also greater: about 30% at 100 V for the deep donor above when the acceptor charge is twice the net introduced charge.

VARIATION 1: A CONSTANT BACKGROUND

Suppose that only a density N_R of donors can be removed, and that a constant acceptor density A is also present. Donors that cannot be removed count as negative A. What is the inversion fluence?

The balance is now

N_R e^(−cΦ) = A + bΦ.

Define u = cΦ + cA/b. Then A + bΦ = bu/c and cΦ = u − cA/b, so

N_R e^(−u) e^(cA/b) = bu/c.

Multiplying by (c/b)e^u gives

u e^u = (cN_R/b)e^(cA/b).

The right side is positive, so u is its principal Lambert value and

Φ_inv = (1/c) W[(cN_R/b)e^(cA/b)] − A/b.

The material must start n-type, N_R > A, for this fluence to be positive.

If 30% of the original donors cannot be removed, N_R = 0.7 × 10¹² cm⁻³ and A = −0.3 × 10¹² cm⁻³. Thus cA/b = −1.5 and

cΦ_inv = W(3.5 e^(−1.5)) + 1.5 = 0.482 + 1.5 = 1.982.

The inversion fluence is 1.98 × 10¹³ cm⁻², or 49% above the basic result. The surviving donors have to be compensated by acceptors.

If instead there are 10¹¹ cm⁻³ initial acceptors and 1.1 × 10¹² cm⁻³ removable donors, the initial net doping is unchanged. Now cA/b = 0.5 and

cΦ_inv = W(5.5 e^0.5) − 0.5 = 1.684 − 0.5 = 1.184.

Inversion comes 11% earlier, at 1.18 × 10¹³ cm⁻². In this model, two wafers with the same initial resistivity can therefore invert at different fluences. The 11% rests on the initial acceptors staying constant. Real shallow acceptors are also removed by irradiation: if they were removed with the same coefficient c, only the net doping would enter and the shift would vanish.

VARIATION 2: RETURN OF THE INITIAL DEPLETION VOLTAGE

At what fluence after inversion does the original detector again need 69.6 V for full depletion?

The voltage depends on |N_eff|, so the required space charge is N_eff = −N_D0:

N_D0 e^(−cΦ) − bΦ = −N_D0.

Rearranged, this is N_D0 e^(−cΦ) = −N_D0 + bΦ. It has the form of Variation 1 with N_R = N_D0 and A = −N_D0. Since cA/b = −a,

Φ_return = N_D0/b + W(a e^(−a))/c.

For a = 5, the Lambert term is W(5e^(−5)) = 0.0326. Hence

Φ_return = 5 × 10¹³ + 0.0326 × 10¹³ ≈ 5.03 × 10¹³ cm⁻².

Almost all removable donors have gone by then, and the acceptor density exceeds N_D0 by less than 1%, just enough to outweigh the few donors left. This fluence is therefore controlled mainly by N_D0/b, whereas inversion in the same detector also depends strongly on c. If the bias supply could deliver no more than the initial depletion voltage, Φ_return would be the limit for full depletion in this model, at the fixed b used here. Reverse annealing, which increases b, would lower that limit.

Numerical values quoted here were computed with a short program.
